# Tetrahedron weights for the imaginary part of the density response

## Definitions and conventions

The lattice is simple cubic with lattice constant 1, electrons are spinless and independent, the temperature is zero, and energies are in eV. The zone average is $\int_k \equiv \int_{BZ} d^3k/(2\pi)^3$, so $\int_k 1 = 1$. The retarded density response per cell from transitions within one band is
$$\chi(q,\omega)=\int_k A(k)\,\frac{f_k-f_{k+q}}{\omega-\Delta_k+i0^+},\qquad \Delta_k=\epsilon_{k+q}-\epsilon_k,\qquad A(k)=|M(k)|^2,$$
with $M(k)=\langle u_k|u_{k+q}\rangle$ and $f_k=\theta(\mu-\epsilon_k)$. Since $\mathrm{Im}\,(x+i0^+)^{-1}=-\pi\delta(x)$, the imaginary part contains $\delta(\Delta_k-\omega)$. Write $f_k-f_{k+q}=f_k(1-f_{k+q})-f_{k+q}(1-f_k)$. The second term needs $\epsilon_{k+q}<\mu<\epsilon_k$, that is $\Delta_k<0$, which the delta function excludes for $\omega>0$. Hence $\mathrm{Im}\,\chi=-\pi S$ with
$$S=\int_k g(k)A(k),\qquad g(k)=\theta(\mu-\epsilon_k)\,\theta(\epsilon_{k+q}-\mu)\,\delta(\Delta_k-\omega).$$
With several bands, the construction of the weights and the transposition identity below apply to each band pair and each frequency separately; the convergence estimates need the further conditions stated at the end.

The coarse grid $C$ has points $K=2\pi J/N_c$ per axis and the dense grid $D$ has points $k=2\pi j/N_d$, with $N_d=rN_c$ for an integer $r$. Energies are taken as cheap and known on $D$. The factor $A$ needs wave functions and is known only on $C$; $q$ is a vector of $C$, so that $u_{K+q}$ is available there. An interpolation operator is a matrix $P_{kK}$, independent of $A$, that gives values $(PA)_k=\sum_K P_{kK}A_K$ on $D$.

The numbers refer to a model with round parameters, $H=\epsilon_k+D\,n_k\cdot\sigma$, with $\epsilon_k=-2t\sum_a\cos k_a$, $n=d/|d|$, $d=(\sin k_x,\ \sin k_y,\ 4-\sum_a\cos k_a)$, $t=1$ eV and $D=10$ eV. The zero of energy is moved so that the lower band is $\epsilon_k$; then $\mu=-1.2$ eV and $q=(Q,Q,0)$, $Q=\pi/2$. The upper band lies $2D$ higher and is empty, and since $|\Delta_k|<8t$, an interband transition costs more than $2D-8t$, above every frequency used. The lower-band projector is $\Pi_k=(1-n_k\cdot\sigma)/2$, and $\mathrm{tr}\,\sigma_a=0$, $\mathrm{tr}\,\sigma_a\sigma_b=2\delta_{ab}$ give
$$A=\mathrm{tr}\,\Pi_k\Pi_{k+q}=\tfrac14\,(2+2\,n_k\cdot n_{k+q})=\tfrac12(1+n_k\cdot n_{k+q}).$$

## Tetrahedron weights on one grid

In a grid cube with fractional coordinates $f_a\in[0,1]$, each of the six orderings $f_{a}\ge f_{b}\ge f_{c}$ defines a Kuhn tetrahedron with vertices $0,\ e_a,\ e_a+e_b,\ e_a+e_b+e_c$ and volume $V_T=1/(6N^3)$. Inside it, $\epsilon_k$, $\epsilon_{k+q}$ and $A$ are replaced by linear interpolants, $\bar A=\sum_{i=1}^4\lambda_iA_i$, with barycentric coordinates $\lambda_i\ge0$, $\sum_i\lambda_i=1$. With $\bar g$ denoting $g$ built from the interpolated energies, the tetrahedron contributes $\sum_iA_i\int_T\bar g\,\lambda_i$.

A step function keeps the part where a linear function $v$ is negative. On an edge with $v_i<0\le v_j$, $v$ vanishes at the point $p_{ij}$ lying a fraction $v_i/(v_i-v_j)$ of the way from $i$ to $j$. Sort the vertices by $v$. With one negative vertex the kept part is the tetrahedron $(1,p_{12},p_{13},p_{14})$. With two it is the prism with end triangles $(1,p_{13},p_{14})$ and $(2,p_{23},p_{24})$, with three the prism with ends $(1,2,3)$ and $(p_{14},p_{24},p_{34})$. A prism with ends $(z_1z_2z_3)$ and $(z_4z_5z_6)$ is the union of the tetrahedra $z_1..z_4$, $z_2..z_5$, $z_3..z_6$. The cut is made with $v=\epsilon_k-\mu$ and again with $v=\mu-\epsilon_{k+q}$.

In a surviving piece let $\gamma=\Delta-\omega$, and use $\int\delta(\gamma)\lambda_i\,d^3k=\int_{\gamma=0}\lambda_i\,dS/|\nabla\gamma|$. The plane $\gamma=0$ cuts out a triangle or a quadrilateral, the latter split into two triangles. Take a triangle $t_1t_2t_3$ and an off-plane vertex $s$ of the piece. The pyramid on them has height $|\gamma_s|/|\nabla\gamma|$ and volume $\tfrac13\,\text{area}\times\text{height}$. Its volume is also $V_T|\det B|$, where the rows of $B$ are the barycentric coordinates of $t_1,t_2,t_3,s$: the rows $(1,\mathbf r)$ of these points equal $B$ times the rows $(1,\mathbf R_i)$ of the parent vertices, and a volume is one sixth of such a determinant. Equating the two,
$$\frac{\text{area}}{|\nabla\gamma|}=\frac{3V_T|\det B|}{|\gamma_s|}.$$
The mean of the linear function $\lambda_i$ over the triangle is the mean over its three vertices, so parent vertex $i$ receives this factor times $[\lambda_i(t_1)+\lambda_i(t_2)+\lambda_i(t_3)]/3$. Choosing for $s$ the vertex with the largest $|\gamma|$ gives the largest divisor available; in a thin piece whose vertices all have small $|\gamma|$, the determinant and the divisor are both small and relative precision is lost to rounding. Summing over all tetrahedra that share grid point $k$ gives
$$w_k=\int\bar g\,\Lambda_k\ge0,\qquad S\approx\sum_kw_kA_k,$$
where $\Lambda_k$ is the piecewise-linear hat function, 1 at $k$ and 0 at all other grid points. The weights depend on the energies only. A frequency at which a whole face has $\gamma=0$ can make the weight discontinuous, when the slopes of $\gamma$ on the two sides of the face differ, and is best avoided.

## What goes wrong on the coarse grid alone

The first scheme uses $C$ for both energies and $A$. The factor $A$ is smooth in this model, ranging from 0.7155 to 1.0000 on a $48^3$ grid, but $g$ lives on a strip of a surface. The density $1/|\nabla\Delta|$ on the strip comes from a gradient that is constant in each tetrahedron and so differs locally from the true one at first order in the spacing $h=2\pi/N_c$, while the position and edges of the strip move at second order. For $N_c=8$, $h=\pi/4$.

An accurate reference measures the damage. From $\cos(x+Q)-\cos x=-2\sin(x+Q/2)\sin(Q/2)$, and with $a=k_x+Q/2-\pi/2$, $b=k_y+Q/2-\pi/2$,
$$\Delta=4t\sin(Q/2)\,F,\qquad F=\cos a+\cos b .$$
$F$ is positive only for $|a|+|b|<\pi$. There, with $a=\rho\cos\phi$, $b=\rho\sin\phi$, the derivative $\partial_\rho F=-\cos\phi\sin a-\sin\phi\sin b$ is negative, so each $\phi$ has one root $\rho(\phi)$ of $\Delta=\omega$. On the root $\epsilon_{k+q}=\epsilon_k+\omega$, so the steps require $\mu-\omega<\epsilon_k<\mu$, or $c_-<\cos k_z<c_+$ with $c_-=-\mu/2t-\cos k_x-\cos k_y$ and $c_+=c_-+\omega/2t$, both clipped to $[-1,1]$. The radial delta integral gives $\rho/|\partial_\rho\Delta|$, and $A$ is even in $k_z$, so
$$S=\frac{1}{(2\pi)^3}\int_0^{2\pi}\!d\phi\,\frac{\rho}{4t\sin(Q/2)\,|\partial_\rho F|}\;2\!\int_{\arccos c_+}^{\arccos c_-}\!A\,dk_z .$$
Bisection for $\rho$, a midpoint rule with 12000 angles and 12-point Gauss–Legendre quadrature in $k_z$ give $S=0.021709$ eV$^{-1}$ at $\omega=1.5$ eV. The $8^3$ grid gives $0.023399$ eV$^{-1}$, too high by $0.023399/0.021709-1=7.8\%$. The $48^3$ grid, with $A$ evaluated at every dense point, gives $0.021731$ eV$^{-1}$, 0.10% above the reference, but $A$ is then needed at every dense point with $w_k\ne0$. Evaluating it on the whole grid, as done here, takes $110592$ matrix elements in place of $512$, a factor $6^3=216$. This is an upper limit on the saving: at a single frequency only a few percent of the dense points carry weight.

## Interpolating $A$, and the transposed form

The energies need the dense grid and $A$ may not, which suggests $S\approx\sum_kw_k(PA)_k$. Done literally this is wasteful. A dielectric matrix has $n_A$ factors $A=M_GM_{G'}^*$, one per pair of reciprocal vectors, all sharing the same weights. For $n_\omega$ frequencies the literal scheme makes $n_A$ interpolations onto the dense grid and up to $n_An_\omega N_d^3$ products, fewer if the points with $w_k=0$ are skipped. One would rather carry the weights to $C$ once.

The obvious transfer fails. Keeping the dense weights at the points of $C$ and rescaling, $W_K=r^3w_{k=K}$, discards the weight at all other dense points and relies on the factor $r^3$ to restore it, which is justified when $w$ varies slowly over a coarse cell. Here $w$ is nonzero only at vertices of dense tetrahedra cut by the strip, so a coarse point receives either nothing or $r^3$ times a surface weight, according to where the strip happens to pass. The correct transfer follows from writing the literal scheme out. Both sums are finite and $P$ does not depend on $A$, so they can be exchanged:
$$\sum_{k}w_k(PA)_k=\sum_k w_k\sum_KP_{kK}A_K=\sum_K\Big(\sum_kP_{kK}w_k\Big)A_K=\sum_KW_KA_K,\qquad W=P^{T}w .$$
This holds for all real or complex $w$, $P$, $A$, with no smoothness assumed. The coarse weights are unique: if $\sum_KW'_KA_K$ gave the same number for every $A$, the choice $A=\delta_{KK_0}$ would force $W'_{K_0}=\sum_kw_kP_{kK_0}$. There is a converse. Let $I(A)$ be any rule giving dense values, and suppose that for every $w$ some $W(w)$, independent of $A$, satisfies $w\cdot I(A)=W(w)\cdot A$. Taking $w=e_{k}$, the unit vector at $k$, gives $I(A)_k=\sum_KW_K(e_k)A_K$, so $I$ is linear with $P_{kK}=W_K(e_k)$. Coarse weights therefore exist exactly for interpolations linear in $A$. $P$ may depend on the energies or the frequency, but an adaptive rule that inspects $A$, such as a limiter, has no transposed form. The cost is now $n_\omega$ transpositions and $n_An_\omega N_c^3$ products.

Two properties pass from $P$ to $W$. If $P$ reproduces constants, $\sum_KP_{kK}=1$, then $\sum_KW_K=\sum_kw_k\sum_KP_{kK}=\sum_kw_k$, and the joint density of states ($A=1$) is kept. If $P_{kK}\ge0$, then $W_K\ge0$. The rescaled sampling is the transpose of $P_{kK}=r^3\delta_{kK}$, whose rows sum to $r^3$ or 0, which is why it loses the sum rule.

A one-dimensional periodic case with $N_d=8$, $N_c=4$ and linear $P$ can be done by hand. Let $w=(0,0.1,0.3,0.2,0,0,0,0.4)$ and $A=(1,2,4,3)$. Even points copy $A$ and odd points average neighbours, $PA=(1,1.5,2,3,4,3.5,3,2)$, so $w\cdot PA=0.15+0.6+0.6+0.8=2.15$. Column $J$ of $P$ has 1 at $2J$ and $\tfrac12$ at $2J\pm1$, so $W_J=w_{2J}+\tfrac12(w_{2J-1}+w_{2J+1})$, giving $W=(0.25,0.45,0.1,0.2)$ and $W\cdot A=0.25+0.9+0.4+0.6=2.15$. Both weight sets sum to 1. Rescaled sampling gives $(0,0.6,0,0)$, with sum 0.6 and result 1.2.

## Choosing $P$

Inserting $w_k=\int\bar g\Lambda_k$ shows what a coarse weight is:
$$W_K=\int\bar g\,\varphi_K,\qquad\varphi_K=\sum_kP_{kK}\Lambda_k .$$
It is the dense kernel tested against $\varphi_K$, the dense linear interpolant of column $K$ of $P$.

*Tetrahedral-linear $P$.* In a coarse cube with $f_a\ge f_b\ge f_c$, the four vertices receive $1-f_a$, $f_a-f_b$, $f_b-f_c$, $f_c$; these sum to 1 and reproduce the position, so they are the barycentric coordinates. The Kuhn tetrahedra are the cells cut out by the planes on which $x_a$ or $x_a-x_b$ is an integer in grid units, because inside a cube $|f_a-f_b|<1$ and only the planes $f_a=f_b$ enter. In dense units the coarse planes are those where the integer is a multiple of $r$, a subset of the dense planes. Each dense tetrahedron thus lies in one coarse tetrahedron, where the coarse hat function $\Lambda^C_K$ is linear and is reproduced by dense linear interpolation: $\varphi_K=\Lambda^C_K$. If the dense energies are themselves produced by this $P$ from coarse energies, the same argument gives $\bar g=\bar g^{C}$, and $P^Tw$ equals the coarse tetrahedron weights exactly. For $24^3\to8^3$ at 1.5 eV the largest deviation, relative to the largest coarse weight, is $6\times10^{-16}$, which is rounding. With this $P$ the whole gain of the scheme comes from new information in the dense energies.

*Trilinear $P$.* A dense point in cube $J$ with fractions $f_a$ has $P=\prod_a p_a$, with $p_a=f_a$ for the upper corner and $1-f_a$ for the lower one. The entries are non-negative, and a row sums to $\prod_a[(1-f_a)+f_a]=1$. The transpose needs no matrix: each $w_k$ is added to the eight corners of its cube with these factors. Here $\varphi_K\neq\Lambda^C_K$; at a cube centre each corner gets $\tfrac18$, whereas the Kuhn rule gives $\tfrac12$ to the two ends of the diagonal. Applied to the same $24^3$ weights, the trilinear transpose deviates from the coarse weights by 0.244 in the same measure. This is no defect, since it is the transpose of another valid interpolation.

*Fourier $P$.* Per axis, for even $N_c$ and $\nu=N_c/2$, set $a_m=N_c^{-1}\sum_KA_Ke^{-imK}$ and $(PA)_k=\sum_{|m|\le\nu}c_ma_me^{imk}$, with $c_{\pm\nu}=\tfrac12$ and $c_m=1$ otherwise. Then
$$P_{kK}=\frac1{N_c}\sum_{|m|\le\nu}c_me^{im(k-K)} .$$
The terms $\pm m$ pair into cosines, so $P$ is real. For $k$ on $C$ the two end terms coincide and the sum runs over a full set of residues, giving $\delta_{kK}$. Rows sum to 1 because $\sum_Ke^{-imK}=N_c\delta_{m0}$ for $|m|\le\nu$. Multiplying by $w_k$ and summing over $k$,
$$W_K=\frac1{N_c}\sum_{|m|\le\nu}c_m\,\hat w_m\,e^{-imK},\qquad\hat w_m=\sum_kw_ke^{imk}.$$
The algorithm per axis is a dense transform with $e^{+imk}$, truncation to $|m|\le\nu$, addition of the two halved end terms into one slot (since $e^{-i\nu K}=e^{+i\nu K}$), and a coarse transform with $e^{-imK}$ divided by $N_c$. The moments of $W$ follow from $\sum_Ke^{i(p-m)K}=N_c$ for $m\equiv p \pmod{N_c}$ and 0 otherwise:
$$\sum_KW_Ke^{ipK}=\sum_{|m|\le\nu,\ m\equiv p}c_m\hat w_m .$$
Moments with $|p|<\nu$ are kept exactly; at $|p|=\nu$ the sum is $\tfrac12(\hat w_\nu+\hat w_{-\nu})$, so only the cosine moment survives; higher ones are aliased. For $N_c=8$, $p=\pm5$ selects $m=\mp3$: at 1.5 eV, $\sum W\cos5K_z=-0.000401$ eV$^{-1}$ equals $\sum w\cos3k_z$, while the true moment $\sum w\cos5k_z$ is $-0.000020$ eV$^{-1}$.

The price of exact moments is loss of positivity. Put unit weight on one dense point $k\notin C$, with $N_c\ge4$. Then $\sum W_K=1$ and $\sum W_Ke^{iK}=e^{ik}$. A non-negative average of unit complex numbers has modulus 1 only if all weight sits on one of them, which would need $k\in C$, so some $W_K$ is negative. In the example $W$ runs from $-1.68\times10^{-4}$ to $8.51\times10^{-4}$ eV$^{-1}$, against 0 to $6.18\times10^{-4}$ eV$^{-1}$ for trilinear $P$. The result still equals $w\cdot PA$ with $w\ge0$, so a wrong sign of $\mathrm{Im}\,\chi$ requires $PA<0$ somewhere on the support of $w$, which ringing can cause when $A$ comes close to zero.

## Two variants that are not equivalent

One may interpolate $M$ and square afterwards. The map $M\mapsto|PM|^2$ is not a linear function of $A$, and its weighted sum is a Hermitian form in $M$: $\sum_kw_k|PM|^2_k=\sum_{KK'}M_K^*\,G_{KK'}M_{K'}$ for real $P$, with $G_{KK'}=\sum_kw_kP_{kK}P_{kK'}$, a matrix and not a vector of weights. For rows summing to 1, expanding $|M_K-M_{K'}|^2=|M_K|^2+|M_{K'}|^2-2\,\mathrm{Re}\,M_K^*M_{K'}$ gives
$$\big(P|M|^2\big)_k-|PM|_k^2=\tfrac12\sum_{KK'}P_{kK}P_{kK'}|M_K-M_{K'}|^2,$$
which is non-negative for $P\ge0$. Under $u_K\to e^{i\theta_K}u_K$, $M_K$ acquires $e^{i(\theta_{K+q}-\theta_K)}$; $|M_K|^2$ and hence $W\cdot A$ are unchanged, but the differences $M_K-M_{K'}$ are not. In this model $d_z\ge1$, so the second spinor component never vanishes and can be made real and positive, a smooth gauge. Trilinear interpolation of $M$ then gives $0.021777$ eV$^{-1}$ against $0.021780$ eV$^{-1}$, lower as required but only by about $10^{-4}$ of the value, so in this gauge the variant is a usable though different scheme. With independent random phases and $q\ne0$, the terms $K\neq K'$ average to zero and leave $\sum_KP_{kK}^2|M_K|^2$. The mean of $f^2+(1-f)^2$ over a uniform $f$ is $\tfrac23$, so a reduction to roughly $(2/3)^3\approx0.3$ is expected; one random draw gave $0.005569$ eV$^{-1}$, or 0.26 of the value. The object to interpolate is the gauge-invariant factor that multiplies $w$.

The second variant uses $P^\dagger$. The response sum $\sum w_kA_k$ contains no complex conjugate, so the exchange of sums produced $P^T$, and the two differ when $P$ is complex. Zero padding with $m=-\nu,\dots,\nu-1$, all with $c_m=1$, gives such an operator $P'$. Its terms with $|m|<\nu$ sum to a real number, so
$$P'^*_{kK}-P'_{kK}=\frac{e^{i\nu(k-K)}-e^{-i\nu(k-K)}}{N_c}=\frac{2i}{N_c}(-1)^J\sin\nu k,$$
using $\nu K=\pi J$. The adjoint therefore errs by $2i\,a_\nu\sum_kw_k\sin\nu k$ with $a_\nu=N_c^{-1}\sum_J(-1)^JA_J$, which vanishes only if $A$ has no Nyquist component or that moment of $w$ is zero.

## Accuracy

The equivalence says nothing about closeness to $S$. With $S_W=W\cdot A$ and the exact values $A_k$ on $D$, adding and subtracting $w\cdot A$ gives
$$S-S_W=(S-w\cdot A)+w\cdot(A-PA),\qquad|w\cdot(A-PA)|\le\Big(\sum_k|w_k|\Big)\max_{w_k\ne0}|A-PA|_k .$$
The first term depends on $N_d$ only; $N_c$ and $P$ enter through the second.

For linear interpolation on one axis the remainder is $\tfrac12f(1-f)h^2|A''|\le\tfrac18h^2\max|A''|$. Writing $1-P_xP_yP_z=(1-P_x)+P_x(1-P_y)+P_xP_y(1-P_z)$, and noting that an averaging operator cannot raise a maximum, the trilinear error is at most $\tfrac18h^2\sum_a\max|\partial_a^2A|$. For Fourier $P$, expand $A=\sum_m\alpha_me^{im\cdot k}$. Modes with all $|m_a|<\nu$ are reproduced; any other is replaced by its alias, of modulus at most 1, so the error is at most $2\sum|\alpha_m|$ over those modes. If $A$ is analytic for $|\mathrm{Im}\,k_a|<\kappa$, shifting the contour in the coefficient integral gives decay $e^{-\kappa|m_a|}$ up to powers of $m_a$. Here the singularities are the zeros of $|d|^2$. With $\eta=4-\cos k_y-\cos k_z\ge2$, $|d|^2=1+\sin^2k_y+\eta^2-2\eta\cos k_x$ vanishes at $\cos k_x\ge(1+\eta^2)/2\eta\ge\tfrac54$, with equality at $k_y=k_z=0$, so $\kappa=\operatorname{arccosh}\tfrac54=\ln2$; $k_y$ is equivalent, and zeros in $k_z$ need $|\cos k_z|\ge2$, farther out. On that line $|d|^2=4(1-\tfrac12e^{ik_x})(1-\tfrac12e^{-ik_x})$, and the binomial coefficients of the inverse square root fall as $m^{-1/2}2^{-m}$. To leading order, going from $\nu=6$ to $12$ should reduce the error by $2^6\sqrt2\approx90$.

With $N_d=48$, the maximum of $|A-PA|$ over $D$ and the ratio $w\cdot(A-PA)/w\cdot A$ at 1.5 eV are:

| $N_c$ | max, trilinear | max, Fourier | ratio, trilinear | ratio, Fourier |
|---|---|---|---|---|
| 4 | 2.11e-1 | 2.04e-1 | −1.55e-2 | −1.54e-2 |
| 8 | 5.14e-2 | 1.82e-2 | −2.27e-3 | +8.0e-5 |
| 12 | 3.59e-2 | 4.94e-3 | −8.34e-4 | −1.9e-5 |
| 16 | 1.84e-2 | 8.69e-4 | −4.13e-4 | −8.6e-7 |
| 24 | 9.65e-3 | 5.02e-5 | −1.99e-4 | +2.1e-8 |

From 12 to 24 the maxima fall by 3.72 (asymptotically 4) and by 98.5 (estimate 90). The trilinear column is irregular: from 8 to 12 it falls by 1.4, not $(12/8)^2$. The formula for $A$ gives 0.7155, the grid minimum, at $(-\pi/4,-\pi/4,0)$, which is a point of the $8^3$ grid and lies midway between points of the $12^3$ grid; that this placement causes the irregularity is a conjecture.

At 1.5 eV and $N_c=8$, $\sum w=0.022971$ eV$^{-1}$, and both sets $W$ have the same sum. The forward and transposed sums agree to the ten decimals computed, $0.0217800105$ eV$^{-1}$ (trilinear) and $0.0217289405$ eV$^{-1}$ (Fourier). In units of $10^{-5}$ eV$^{-1}$ the dense error is $w\cdot A-S=2173.1-2170.9=2.2$. The interpolation term $w\cdot(A-PA)$ is $-4.93$ for trilinear $P$, against a bound of 25.9, so $S_W-S=2.2+4.9=7.1$, or 0.33% of $S$. For Fourier $P$ it is $+0.17$, against a bound of 3.5, so $S_W-S=2.0$, or 0.09%. The Fourier result is
$$\mathrm{Im}\,\chi=-\pi\times0.021729\ \text{eV}^{-1}=-0.0683\ \text{eV}^{-1}=-1.86\ \text{Ha}^{-1},$$
and the reference is $-0.0682$ eV$^{-1}$. The errors in percent, relative to the reference $S$ in eV$^{-1}$, are:

| $\omega$ (eV) | $S$ | coarse | trilinear $P^T$ | Fourier $P^T$ | dense |
|---|---|---|---|---|---|
| 0.5 | 0.01117 | +22.5 | +1.03 | +1.14 | +1.15 |
| 1.5 | 0.02171 | +7.8 | +0.33 | +0.09 | +0.10 |
| 2.5 | 0.02795 | +8.8 | +0.18 | +0.11 | +0.09 |
| 3.5 | 0.03510 | +5.0 | +0.28 | +0.17 | +0.12 |

The root-mean-square errors are 13% for the coarse grid and 0.57%, 0.58%, 0.58% for the others. The trilinear value lies below the fully dense one only because at 0.5 eV, which dominates the mean, its interpolation error has the sign opposite to the dense error; at the other frequencies it is the worse of the two. At $\omega\to0$ the curve $F=0$ passes through the saddles $(a,b)=(\pm\pi,0),(0,\pm\pi)$, where $\nabla\Delta=0$; that their proximity causes the larger errors at 0.5 eV is a conjecture. In this model the Fourier scheme at $N_c=8$ is limited by the dense grid, and effort is better spent on $N_d$ until the dense error falls to the size of the interpolation term, which reaches about 0.05% at 3.5 eV.

Both convergence estimates assume derivatives or analyticity of $A$, which the model has because $|d|\ge d_z\ge1$ for real $k$. The constant gap $2D$ alone does not secure this: replacing the 4 in $d_z$ by $m>3$ leaves the gap unchanged and gives $\kappa=\ln(m-2)$, which tends to zero as $m\to3$. With bands labelled by energy, the eigenvectors exchange character across a crossing and $A_{nn'}(k)$ jumps. The identity $w\cdot PA=P^Tw\cdot A$ survives, but $\max|A-PA|$ no longer falls with $h$, Fourier $P$ rings around the jump, and a narrow avoided crossing shrinks $\kappa$, so that the error, which falls roughly as $e^{-\kappa\nu}$, becomes small only when $\nu$ is well above $1/\kappa$. At a coarse point with degenerate bands, only sums of $A_{nn'}$ over the degenerate sets are invariant under mixing of the states, so for general $A$ the result is independent of the mixing only if those bands carry equal weights $W_K$ there, which the transposition does not enforce.
